# Detailed balance for elastic energy transfer in a Maxwellian monatomic gas, part 1

(Sections cited here and not found follow in the second part.)

## 1. The physical situation

A metal ion source for an implanter can be fed by sputtering: argon strikes a metal surface, and neutral metal atoms leave it with energies around an electronvolt. They then collide with argon atoms whose thermal energy is a few hundredths of an electronvolt. At first a metal atom mostly loses energy. After a few collisions it is nearly as slow as the gas, and a collision may well give energy back.

A slowing-down calculation that treats the gas atoms as being at rest contains losses alone. It would cool the metal atom without limit. A correct description needs the rates of upward transfers as well, and it must bring the atoms to the gas temperature. The question is whether the upward rates have to be worked out separately, or whether the downward rates fix them.

They are fixed. The relation that does it holds for any strength of interaction and any mass ratio, under conditions stated below.

## 2. Definitions and assumptions

Follow one atom, the *tracked atom*, with mass $m$, velocity $\mathbf v$ and energy $E=mv^2/2$. It moves through a uniform gas of atoms of mass $M$ and number density $n$. The assumptions are these.

1. The gas has no drift, and its velocities $\mathbf V$ follow the Maxwell distribution at temperature $T$,
$$f_M(\mathbf V)=\left(\frac{M}{2\pi kT}\right)^{3/2}e^{-MV^2/2kT}.$$
2. Collisions involve two atoms at a time and are elastic.
3. The differential cross-section is $\sigma(g,\chi)$, where $g=|\mathbf v-\mathbf V|$ is the relative speed and $\chi$ is the scattering angle in the centre-of-mass frame. This is the case for a central force, in classical or in quantum mechanics.
4. Successive collision partners are independent draws from the gas, which the tracked atoms are too few to disturb.

The tracked atom itself may have any energy. Nothing is assumed about its being in equilibrium.

Let $K(E\to E')\,dE'$ be the rate, per unit time, of collisions that take the tracked atom from energy $E$ into the interval $dE'$ at $E'$. Partners with velocity in $d^3V$ meet it at the rate $n f_M(\mathbf V)\,d^3V\,g\,\sigma\,d\Omega'$ for scattering into the solid angle $d\Omega'$. Therefore
$$K(E\to E')=n\int d^3V\,f_M(\mathbf V)\,g\int d\Omega'\,\sigma(g,\chi)\,\delta\!\left(E'-\tfrac12 mv'^2\right), \tag{1}$$
where $\mathbf v'$ is the velocity after the collision. The right side seems to depend on the direction of $\mathbf v$. It does not: rotating $\mathbf v$, $\mathbf V$ and $\mathbf v'$ together changes neither $f_M$, nor $g$, nor $\chi$, nor $v'$.

The result to be proved is, for $E\neq E'$,
$$\boxed{\;\sqrt E\,e^{-E/kT}K(E\to E')=\sqrt{E'}\,e^{-E'/kT}K(E'\to E)\;} \tag{2}$$

## 3. Where the weight comes from

Imagine for a moment that the tracked atom is drawn from a Maxwell distribution $f_m(\mathbf v)$ at the gas temperature, with $m$ in place of $M$. Its energy then has a probability density $P(E)$ given by
$$P(E)\,dE=4\pi v^2f_m(v)\,dv .$$
Since $dE=mv\,dv$ and $v=\sqrt{2E/m}$,
$$P(E)=\frac{4\pi v}{m}f_m(v)=\frac{4\pi}{m}\sqrt{\frac{2E}{m}}\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-E/kT}.$$
The mass cancels, and the numerical factor is $4\pi\sqrt2/(2\pi)^{3/2}=2/\sqrt\pi$. Hence
$$P(E)=\frac{2}{\sqrt\pi\,(kT)^{3/2}}\sqrt E\,e^{-E/kT}. \tag{3}$$
The factor $\sqrt E$ counts the velocities available per unit energy, and the exponential is the Boltzmann factor. Equation (2) says that the product
$$S(E,E')=P(E)K(E\to E') \tag{4}$$
is symmetric in its two arguments. The Maxwellian tracked atom is a device of the proof. The kernel $K$ is a property of the gas and the cross-section, so a relation found for it with this device holds whatever the actual population of tracked atoms may be.

## 4. Proof

**Collision variables.** Let $\mathbf G$ be the centre-of-mass velocity and $\mathbf g$ the relative velocity:
$$\mathbf G=\frac{m\mathbf v+M\mathbf V}{m+M},\qquad \mathbf g=\mathbf v-\mathbf V .$$
Solving for the tracked atom's velocity gives
$$\mathbf v=\mathbf G+b\,\mathbf g,\qquad b=\frac{M}{m+M}. \tag{5}$$
For each Cartesian component, the determinant of the change from $(v,V)$ to $(G,g)$ is
$$\frac{m}{m+M}(-1)-\frac{M}{m+M}(1)=-1 ,$$
so $d^3v\,d^3V=d^3G\,d^3g$. With $\hat{\mathbf g}$ the unit vector along $\mathbf g$ and $d\Omega$ its solid angle, $d^3g=g^2dg\,d\Omega$.

Momentum conservation keeps $\mathbf G$ fixed. The total kinetic energy is
$$\tfrac12mv^2+\tfrac12MV^2=\tfrac12(m+M)G^2+\tfrac12\mu g^2,\qquad \mu=\frac{mM}{m+M}, \tag{6}$$
so elasticity keeps the length $g$ fixed too. The collision does nothing but turn $\hat{\mathbf g}$ into a new unit vector $\hat{\mathbf g}'$:
$$\mathbf v'=\mathbf G+b\,g\,\hat{\mathbf g}',\qquad \cos\chi=\hat{\mathbf g}\cdot\hat{\mathbf g}'. \tag{7}$$

**A symmetric average.** Take two functions of velocity, $\phi$ and $\psi$, and form the mean collision rate weighted with $\phi$ before and $\psi$ after the collision:
$$I[\phi,\psi]=n\int d^3v\,f_m(\mathbf v)\int d^3V\,f_M(\mathbf V)\,g\int d\Omega'\,\sigma(g,\chi)\,\phi(\mathbf v)\,\psi(\mathbf v'). \tag{8}$$
The two distributions have the same temperature. Their product therefore depends on the velocities through the total kinetic energy, which by (6) is a function of $G$ and $g$; call the product $F(G,g)$. Inserting (5) and (7),
$$I[\phi,\psi]=n\int d^3G\int_0^\infty dg\,g^3F(G,g)\int d\Omega\int d\Omega'\,\sigma(g,\chi)\,\phi(\mathbf G+bg\hat{\mathbf g})\,\psi(\mathbf G+bg\hat{\mathbf g}').$$
One power of $g$ came from the collision rate and two from $d^3g$.

Now exchange the names of the integration variables $\hat{\mathbf g}$ and $\hat{\mathbf g}'$. The measure $d\Omega\,d\Omega'$ is unchanged. The cross-section is unchanged, because it depends on the two directions through $\hat{\mathbf g}\cdot\hat{\mathbf g}'$. The factor $F$ does not contain the directions. The arguments of $\phi$ and $\psi$ trade places, so
$$I[\phi,\psi]=I[\psi,\phi]. \tag{9}$$

**Choice of the functions.** Put $\phi(\mathbf v)=\delta(E-\frac12mv^2)$ and $\psi(\mathbf v')=\delta(E'-\frac12mv'^2)$ in (8). For each $\mathbf v$ the integrals over $\mathbf V$ and $\Omega'$ give $K(E\to E')$ by definition (1), and this does not depend on the direction of $\mathbf v$. The remaining integral over $\mathbf v$ gives $P(E)$. Thus $I[\phi,\psi]=P(E)K(E\to E')$. The exchanged choice gives $P(E')K(E'\to E)$. Equation (9) makes them equal, and cancelling the common constant in (3) leaves (2).

Choosing delta functions of the full velocities instead gives a finer statement. If $W(\mathbf v\to\mathbf v')\,d^3v'$ is the rate of collisions into $d^3v'$, then
$$f_m(\mathbf v)W(\mathbf v\to\mathbf v')=f_m(\mathbf v')W(\mathbf v'\to\mathbf v). \tag{10}$$

**Long-range forces.** A classical force without a cut-off has an infinite total cross-section, made up of grazing collisions with tiny deflections. Then $K$ diverges as $E'\to E$. The proof still applies when $\phi$ and $\psi$ are confined to separate energy intervals, since grazing collisions then cannot contribute without limit. Equation (2) is to be read away from $E'=E$.

## 5. Reading the result

The ratio of an upward rate to its reverse is
$$\frac{K(E\to E')}{K(E'\to E)}=\sqrt{\frac{E'}{E}}\;e^{-(E'-E)/kT},\qquad E'>E. \tag{11}$$
Neither the masses, the density nor the cross-section appears. They determine how large the two rates are, and the temperature determines their ratio.

At fixed energies, lowering $T$ towards zero sends the ratio to zero, since a cold gas has no energy to give. Raising $T$ far above both energies leaves $\sqrt{E'/E}$, which exceeds one: more velocities are available at the higher energy. The function $\sqrt E\,e^{-E/kT}$ has its maximum where $1/(2E)=1/kT$, at $E=kT/2$. Between two energies below $kT/2$ the upward transfer is therefore faster than its reverse; between two energies above it, the upward transfer is slower.

**Rates and cross-sections have different weights.** The transfers can also be described by an energy-transfer cross-section, defined here by $\Sigma(E\to E')=K(E\to E')/(nv)$. Since $v\propto\sqrt E$, replacing $K$ by $nv\Sigma$ in (2) gives
$$E\,e^{-E/kT}\,\Sigma(E\to E')=E'e^{-E'/kT}\,\Sigma(E'\to E).$$
The weight $\sqrt E\,e^{-E/kT}$ belongs to the rate per unit time, and $E\,e^{-E/kT}$ to the cross-section, or equally to the rate per unit path length.

**What the Maxwellian does.** Suppose the gas atoms all had the one kinetic energy $\frac32kT$, with random directions. The mean energy is that of the thermal gas. Energy conservation forbids a gain larger than $\frac32kT$, so $K(E\to E+2kT)=0$. The reverse loss can occur. For hard spheres of equal mass, take $\mathbf V$ perpendicular to $\mathbf v$. Then $|\mathbf v+\mathbf V|=|\mathbf v-\mathbf V|$, and since $b=\frac12$ the two terms of (7) have equal length. The final speed can then be anything from zero to $\sqrt{v^2+V^2}$, which includes the required one. One rate vanishes and the other does not, so (2) fails. The mean energy of the gas is not enough; the form of its distribution matters.

## 6. Approach to equilibrium

Let $N(E,t)$ be the energy distribution of many independent tracked atoms. Gains minus losses give
$$\frac{\partial N(E)}{\partial t}=\int_0^\infty dE'\left[N(E')K(E'\to E)-N(E)K(E\to E')\right].$$
Write $N=P\,r$, where $r(E,t)$ is the ratio to the equilibrium density. By (4) and the symmetry of $S$,
$$\frac{\partial N(E)}{\partial t}=\int_0^\infty dE'\,S(E,E')\,[r(E')-r(E)]. \tag{12}$$
A constant $r$ makes the right side vanish, so the Maxwellian at the gas temperature is stationary. Moreover, each pair of energies is balanced separately, with no circulating flow through a chain of energies.

To see the direction of change, multiply (12) by $2r(E)$ and integrate. Because $P$ does not depend on time, the left side is the rate of change of $\int Pr^2dE$. On the right, average the expression with the one obtained by exchanging $E$ and $E'$:
$$\frac{d}{dt}\int_0^\infty P\,r^2\,dE=2\iint S\,r(E)[r(E')-r(E)]\,dE\,dE'=-\iint S\,[r(E')-r(E)]^2dE\,dE'\le0. \tag{13}$$
Provided the integral on the left is finite at the start, the departure from equilibrium measured by it cannot grow. The same kernel without its upward part would not have this property with respect to $P$.

## 7. Mean energy change and straggling

Energy-loss statistics can be summarized by two moments, taken here per unit time:
$$A(E)=\int_0^\infty(E'-E)\,K(E\to E')\,dE',\qquad B(E)=\int_0^\infty(E'-E)^2K(E\to E')\,dE'. \tag{14}$$
$A$ is the mean rate of energy change, negative for a loss, and $B$ is the straggling rate. Detailed balance ties them together.

Let $\phi(E)$ be a smooth function for which the integrals converge. Then
$$\int P\phi A\,dE=\iint S\,\phi(E)(E'-E)\,dE\,dE'.$$
Exchange $E$ and $E'$, use the symmetry of $S$, and take half the sum of the two forms:
$$\int P\phi A\,dE=-\frac12\iint S\,[\phi(E')-\phi(E)]\,(E'-E)\,dE\,dE'. \tag{15}$$
For $\phi=1$ and for $\phi=E$ this becomes
$$\int_0^\infty PA\,dE=0,\qquad \int_0^\infty P\,E\,A\,dE=-\frac12\int_0^\infty P\,B\,dE. \tag{16}$$
The first relation requires $A$ to change sign: slow atoms must gain on average if fast atoms lose. The second equates an average of the drift to an average of the straggling, without any assumption that transfers are small.

If transfers are small compared with the energies over which $\phi$ and $P$ vary, then $\phi(E')-\phi(E)\approx\phi'(E)(E'-E)$ in (15). The right side becomes $-\frac12\int\phi'PB\,dE$. Integrating by parts, with $PB$ vanishing at zero and at infinite energy, and using the freedom of $\phi$,
$$A\approx\frac{1}{2P}\frac{d(PB)}{dE}=\frac12\frac{dB}{dE}+\frac B2\left(\frac1{2E}-\frac1{kT}\right). \tag{17}$$
This local relation holds to leading order in the size of the transfers, which near thermal energies requires very unequal masses. It fails for comparable masses: for hard spheres with the magnesium–argon mass ratio used below, its right side is only 0.20 of $A$ at $E=0.4\,kT$ and 0.48 of $A$ at $E=4\,kT$. Relations (16) do not need that restriction.

# Second half: the hard-sphere kernel and magnesium in argon

## 8. What is carried over

The tracked atom has mass $m$, velocity $\mathbf v$ and energy $E=mv^2/2$; primes mark values after a collision. The gas atoms have mass $M$, density $n$ and a Maxwell distribution at temperature $T$. $K(E\to E')$ is the transfer rate per unit time and unit final energy, and $P(E)\propto\sqrt E\,e^{-E/kT}$ is the normalized equilibrium density. The first half showed that $P(E)K(E\to E')$ is symmetric in $E$ and $E'$. It also defined the mean energy change rate $A(E)$ and the straggling rate $B(E)$, the first and second moments of $K$ in $E'-E$. The reduced mass is $\mu=mM/(m+M)$.

The symmetry fixes the ratio of two opposite rates. For their size a cross-section is needed. Take hard spheres of contact distance $d$ in classical mechanics, for which $\sigma=\sigma_t/4\pi$ with $\sigma_t=\pi d^2$: scattering is isotropic in the centre-of-mass frame, at all speeds.

Detailed balance fixes the ratio of each upward transfer rate to its reverse by the gas temperature and the two energies alone, and it ties the mean energy change to the straggling. What remains is the size of the rates, to be calculated for hard spheres and applied to magnesium in argon.
